\section*{Heat current in a driven junction: half the tunnelling energy}

\section{The question}

A gate voltage moves the level of a small quantum dot up and down. Particles pass between the dot and its contacts, and the gate's work ends as heat in the contacts. At one instant, however, some energy sits in the tunnelling term of the Hamiltonian, which belongs neither to the dot nor to a contact. Under periodic driving this energy returns to the same value after each cycle, so the mean heat does not depend on where it is booked. The instantaneous heat current does. Scattering theory supplies a criterion, because it counts the energy carried away by outgoing particles. We ask which share of the tunnelling energy reproduces that count, and when the resulting heat is non-negative.

\section{Model and theorem}

The Hamiltonian is
\begin{equation}
H=\varepsilon(t)d^\dagger d+\sum_{\alpha k}\varepsilon_{\alpha k}c^\dagger_{\alpha k}c_{\alpha k}
+\sum_{\alpha k}V_{\alpha k}(c^\dagger_{\alpha k}d+d^\dagger c_{\alpha k}),
\end{equation}
with one spin species, no interaction, and real, constant $V_{\alpha k}$. The reservoir energy $E_\alpha$ and tunnelling energy $E_{T\alpha}$ are the expectation values of the parts of the second and third terms that belong to reservoir $\alpha$. Let
\begin{equation}
\Gamma_\alpha=2\pi\sum_kV_{\alpha k}^2\delta(E-\varepsilon_{\alpha k}),\qquad \Gamma=\sum_\alpha\Gamma_\alpha .
\end{equation}
In the wide-band limit $\Gamma_\alpha$ does not depend on $E$. Currents are positive into the reservoirs, $I_\alpha$ is a particle current, and $W_\alpha$ is the outgoing minus the incoming energy flux in reservoir $\alpha$.

\paragraph{Theorem.} (A) In the wide-band limit, for any drive $\varepsilon(t)$ and any reservoir temperatures and chemical potentials,
\begin{equation}
W_\alpha=\dot E_\alpha+\tfrac12\dot E_{T\alpha}.\label{A}
\end{equation}
The heat current that agrees with scattering theory is therefore $Q_\alpha=\dot E_\alpha+\frac12\dot E_{T\alpha}-\mu_\alpha I_\alpha$.

(B) If in addition the reservoirs share one chemical potential $\mu$ and zero temperature, then to leading order in slow driving
\begin{equation}
Q_\alpha=\frac h2\frac{\Gamma}{\Gamma_\alpha}I_\alpha^2\ge0 .\label{B}
\end{equation}
With any other fixed share $\lambda$ of $\dot E_{T\alpha}$, the heat acquires a term of first order in $\dot\varepsilon$, which takes both signs.

Slow driving means that a fixed path of $\varepsilon$ is traversed ever more slowly. Small derivatives, $\hbar|\dot\varepsilon|\ll\Gamma^2$ and $\hbar^2|\ddot\varepsilon|\ll\Gamma^3$, do not suffice for (\ref{B}): the neglected terms must also be small compared with the quadratic one. A weak drive can violate this. For $\varepsilon-\mu=0.3\Gamma+0.01\Gamma\cos\Omega t$ with $\hbar\Omega=0.3\Gamma$, $\hbar|\dot\varepsilon|$ never exceeds $0.003\Gamma^2$, yet the heat takes both signs with comparable size. Non-negativity is thus a leading-order, zero-temperature statement.

\section{Proof of part A}

\paragraph{Lemma 1.} With $A_\alpha=\sum_kV_{\alpha k}c_{\alpha k}$ and any band shape,
\begin{equation}
\dot E_\alpha+\tfrac12\dot E_{T\alpha}=\mathrm{Re}\langle A_\alpha^\dagger\dot d-\dot A_\alpha^\dagger d\rangle .\label{L1}
\end{equation}

\emph{Proof.} The equation of motion is $i\hbar\dot c_{\alpha k}=\varepsilon_{\alpha k}c_{\alpha k}+V_{\alpha k}d$. Its adjoint gives $\varepsilon_{\alpha k}c^\dagger_{\alpha k}=-i\hbar\dot c^\dagger_{\alpha k}-V_{\alpha k}d^\dagger$. Hence
\begin{align}
\dot E_\alpha&=2\,\mathrm{Re}\sum_k\varepsilon_{\alpha k}\langle c^\dagger_{\alpha k}\dot c_{\alpha k}\rangle\notag\\
&=2\,\mathrm{Re}\sum_k\left[-i\hbar\langle\dot c^\dagger_{\alpha k}\dot c_{\alpha k}\rangle-V_{\alpha k}\langle d^\dagger\dot c_{\alpha k}\rangle\right]
=-2\,\mathrm{Re}\langle\dot A_\alpha^\dagger d\rangle .
\end{align}
The first term dropped out because $\langle\dot c^\dagger\dot c\rangle$ is real. Since $E_{T\alpha}=2\,\mathrm{Re}\langle A^\dagger_\alpha d\rangle$, half its derivative is $\mathrm{Re}\langle\dot A_\alpha^\dagger d+A_\alpha^\dagger\dot d\rangle$. Addition gives (\ref{L1}).

\paragraph{Lemma 2.} In the wide-band limit the incoming and outgoing fields $a_\alpha,b_\alpha$ satisfy
\begin{equation}
A_\alpha=\sqrt{\hbar\Gamma_\alpha}\,a_\alpha-\tfrac{i}{2}\Gamma_\alpha d,\qquad
b_\alpha=a_\alpha-i\sqrt{\Gamma_\alpha/\hbar}\,d .\label{L2}
\end{equation}

\emph{Proof.} Integrate the equation for $c_{\alpha k}$ from an early time $t_0$:
\begin{equation}
c_{\alpha k}(t)=e^{-i\varepsilon_{\alpha k}(t-t_0)/\hbar}c_{\alpha k}(t_0)-\frac{iV_{\alpha k}}\hbar\int_{t_0}^tds\,e^{-i\varepsilon_{\alpha k}(t-s)/\hbar}d(s).
\end{equation}
Multiply by $V_{\alpha k}$ and sum. The free part defines $\sqrt{\hbar\Gamma_\alpha}a_\alpha(t)$. In the other part,
$\sum_kV_{\alpha k}^2e^{-i\varepsilon_{\alpha k}\tau/\hbar}=(\Gamma_\alpha/2\pi)\int dE\,e^{-iE\tau/\hbar}=\hbar\Gamma_\alpha\delta(\tau)$. The delta function lies at the end of the integral and counts half, which gives $-\frac i2\Gamma_\alpha d$. Integrating back from a late time defines $b_\alpha$ and reverses this sign: $A_\alpha=\sqrt{\hbar\Gamma_\alpha}b_\alpha+\frac i2\Gamma_\alpha d$. Subtracting the two forms gives $b_\alpha$.

To find the energy flux, picture the reservoir as a one-way channel of velocity $v$, with outgoing field $\psi(x,t)=b(t-x/v)/\sqrt v$. The Hermitian energy density is $\mathrm{Re}\langle\psi^\dagger(-i\hbar v\partial_x)\psi\rangle=\mathrm{Re}\langle\psi^\dagger i\hbar\partial_t\psi\rangle$. Multiplication by $v$ gives the flux, so
\begin{equation}
W_\alpha=\mathrm{Re}\langle b_\alpha^\dagger i\hbar\dot b_\alpha\rangle-\mathrm{Re}\langle a_\alpha^\dagger i\hbar\dot a_\alpha\rangle .
\end{equation}
Put $s=\sqrt{\Gamma_\alpha/\hbar}$ and insert $b=a-isd$:
\begin{align}
W_\alpha&=\mathrm{Re}\,\hbar\left[s\langle a^\dagger\dot d\rangle-s\langle d^\dagger\dot a\rangle+is^2\langle d^\dagger\dot d\rangle\right]\notag\\
&=\sqrt{\hbar\Gamma_\alpha}\,\mathrm{Re}\langle a_\alpha^\dagger\dot d-\dot a_\alpha^\dagger d\rangle-\Gamma_\alpha\mathrm{Im}\langle d^\dagger\dot d\rangle .\label{W}
\end{align}
Now insert $A_\alpha$ from (\ref{L2}) into (\ref{L1}). The $a$ terms are those of (\ref{W}). With $z=\langle d^\dagger\dot d\rangle$ the rest is
\begin{equation}
\mathrm{Re}\left(\tfrac i2\Gamma_\alpha z\right)-\mathrm{Re}\left(\tfrac i2\Gamma_\alpha z^*\right)=-\Gamma_\alpha\mathrm{Im}\,z .
\end{equation}
The two expressions agree, which proves (A). A share $\lambda$ gives $W_\alpha+(\lambda-\frac12)\dot E_{T\alpha}$, so $\frac12$ is the unique share whenever $\dot E_{T\alpha}\ne0$.

Single terms of (\ref{W}) diverge logarithmically when the band bottom goes to $-\infty$, and the separate incoming and outgoing fluxes diverge quadratically. A common cutoff is kept until they are combined; the integrand of the combination falls as $E^{-2}$.

\paragraph{Remark: the other half.} Since $d\langle H\rangle/dt=\dot\varepsilon n$ with $n=\langle d^\dagger d\rangle$, and $\sum_\alpha I_\alpha=-\dot n$, a common $\mu$ gives
\begin{equation}
\sum_\alpha Q_\alpha=\dot\varepsilon n-\frac{d}{dt}\Big[(\varepsilon-\mu)n+\tfrac12\sum_\alpha E_{T\alpha}\Big].\label{bal}
\end{equation}
The other half of the tunnelling energy is stored with the level. In a periodic state the time derivative of the bracket averages to zero, and mean heat equals mean work.

\paragraph{Remark: finite bands.} Lemma 2 needs a flat band. To see the size of the error, two reservoirs of discrete levels $0.25\Gamma$ apart were propagated numerically, with $\Gamma_{L,R}=0.6\Gamma,0.4\Gamma$, $\mu_{L,R}=\pm0.5\Gamma$, $k_BT=0.2\Gamma$ and $\varepsilon=0.3\Gamma+\Gamma\cos\Omega t$, $\hbar\Omega=1.2\Gamma$. A least-squares fit of $W_\alpha-\dot E_\alpha$ to $\lambda\dot E_{T\alpha}$, with $W_\alpha$ from wide-band scattering theory, gave $\lambda=0.477$ for bands reaching $\pm20\Gamma$ and $0.489$ for $\pm40\Gamma$. Linear extrapolation in the inverse bandwidth gives $0.501$.

\section{Proof of part B}

\paragraph{Lemma 3.} For reservoirs with a common Fermi function $f(E)$,
\begin{equation}
Q_\alpha=\Gamma_\alpha\int\frac{dE}{2\pi}f\left\{-(E-\mu)\partial_t|G|^2+\partial_t\mathrm{Re}\,G-\Gamma\,\mathrm{Im}(G^*\partial_tG)\right\},\label{L3}
\end{equation}
where $i\hbar\partial_tG=(\varepsilon-E-\frac i2\Gamma)G+1$.

\emph{Proof.} By (\ref{L2}), $i\hbar\dot d=\varepsilon d+\sum_\alpha A_\alpha=(\varepsilon-\frac i2\Gamma)d+\sum_\alpha\sqrt{\hbar\Gamma_\alpha}a_\alpha$. Write $a_\alpha(t)=\int dE\,h^{-1/2}e^{-iEt/\hbar}a_\alpha(E)$, with $\langle a^\dagger_\alpha(E)a_\beta(E')\rangle=\delta_{\alpha\beta}\delta(E-E')f(E)$. The solution is
\begin{equation}
d(t)=\sum_\beta\sqrt{\hbar\Gamma_\beta}\int\frac{dE}{\sqrt h}e^{-iEt/\hbar}G(t,E)a_\beta(E).
\end{equation}
It follows that
\begin{align}
\langle a_\alpha^\dagger\dot d-\dot a_\alpha^\dagger d\rangle&=\sqrt{\hbar\Gamma_\alpha}\int\frac{dE}hf\left(\partial_tG-\frac{2iE}\hbar G\right),\\
\langle d^\dagger\dot d\rangle&=\hbar\Gamma\int\frac{dE}hf\left(G^*\partial_tG-\frac{iE}\hbar|G|^2\right).
\end{align}
Insertion in (\ref{W}) yields
\begin{equation}
W_\alpha=\Gamma_\alpha\int\frac{dE}{2\pi}f\left\{\partial_t\mathrm{Re}\,G+\frac E\hbar\left(2\,\mathrm{Im}\,G+\Gamma|G|^2\right)-\Gamma\,\mathrm{Im}(G^*\partial_tG)\right\}.
\end{equation}
Multiplying the equation for $G$ by $G^*$ and taking the imaginary part gives $\hbar\partial_t|G|^2=-\Gamma|G|^2-2\,\mathrm{Im}\,G$, which replaces the middle bracket. The particle current follows in the same way:
\begin{equation}
I_\alpha=\langle b^\dagger_\alpha b_\alpha\rangle-\langle a^\dagger_\alpha a_\alpha\rangle=\Gamma_\alpha\int\frac{dE}{h}f(2\,\mathrm{Im}\,G+\Gamma|G|^2)=-\Gamma_\alpha\int\frac{dE}{2\pi}f\,\partial_t|G|^2 .\label{I}
\end{equation}
Subtracting $\mu I_\alpha$ changes $E$ into $E-\mu$.

\paragraph{Slow expansion.} Let $x=E-\varepsilon$, $g=(x^2+\Gamma^2/4)^{-1}$ and $G_0=(x+\frac i2\Gamma)^{-1}=(x-\frac i2\Gamma)g$. The equation for $G$ reads $G=G_0-i\hbar G_0\partial_tG$. Since $\partial_tG_0=\dot\varepsilon G_0^2$, iteration gives $G=G_0+G_1+\dots$ with $G_1=-i\hbar\dot\varepsilon G_0^3$. The level's spectral density is $\rho(E)=\Gamma g/2\pi$. On functions of $x$, $\partial_t=-\dot\varepsilon\partial_E$.

\emph{First order.} We have $\mathrm{Re}\,G_0=xg$ and $\mathrm{Im}(G_0^*G_0^2)=g\,\mathrm{Im}\,G_0=-\Gamma g^2/2$. Also $\partial_E(xg)=g-2x^2g^2=-g+\Gamma^2g^2/2$. The braces in (\ref{L3}) become
\begin{equation}
K_1=\dot\varepsilon\left[(E-\mu)\partial_Eg+g-\tfrac12\Gamma^2g^2+\tfrac12\Gamma^2g^2\right]=\dot\varepsilon\,\partial_E[(E-\mu)g].
\end{equation}

\emph{Second order.} The ingredients are
\begin{align}
2\,\mathrm{Re}(G_0^*G_1)&=2\hbar\dot\varepsilon g\,\mathrm{Im}\,G_0^2=-2\hbar\dot\varepsilon\Gamma xg^3=\tfrac12\hbar\Gamma\dot\varepsilon\,\partial_Eg^2,\label{dG}\\
\partial_tG_1&=-i\hbar(\ddot\varepsilon G_0^3+3\dot\varepsilon^2G_0^4),\\
\mathrm{Im}(G_0^*\partial_tG_1)&=-\hbar g(\ddot\varepsilon\,\mathrm{Re}\,G_0^2+3\dot\varepsilon^2\mathrm{Re}\,G_0^3),\\
\mathrm{Im}(G_1^*\partial_tG_0)&=\hbar\dot\varepsilon^2g^2\mathrm{Re}\,G_0=\hbar\dot\varepsilon^2xg^3 .
\end{align}
Therefore
\begin{align}
K_2/\hbar={}&\ddot\varepsilon\left[-\tfrac12\Gamma(E-\mu)\partial_Eg^2+\mathrm{Im}\,G_0^3+\Gamma g\,\mathrm{Re}\,G_0^2\right]\notag\\
&+\dot\varepsilon^2\left[\tfrac12\Gamma(E-\mu)\partial_E^2g^2+3\,\mathrm{Im}\,G_0^4+3\Gamma g\,\mathrm{Re}\,G_0^3-\Gamma xg^3\right].
\end{align}
The powers of $G_0$ combine as
\begin{align}
\mathrm{Im}\,G_0^3+\Gamma g\,\mathrm{Re}\,G_0^2&=g^3\left[-\tfrac32\Gamma x^2+\tfrac18\Gamma^3+\Gamma x^2-\tfrac14\Gamma^3\right]=-\tfrac12\Gamma g^2,\\
3\,\mathrm{Im}\,G_0^4+3\Gamma g\,\mathrm{Re}\,G_0^3&=3\Gamma xg^4\left[-2x^2+\tfrac12\Gamma^2+x^2-\tfrac34\Gamma^2\right]=-3\Gamma xg^3 .
\end{align}
With the last term, the second line makes $-4\Gamma xg^3=\Gamma\partial_Eg^2$. Both brackets are total derivatives:
\begin{equation}
K_2=\tfrac12\hbar\Gamma\,\partial_E\left\{\dot\varepsilon^2[g^2+(E-\mu)\partial_Eg^2]-\ddot\varepsilon(E-\mu)g^2\right\}.
\end{equation}
Integrate by parts; the boundary terms vanish. Using $\Gamma^2g^2/4\pi=\pi\rho^2$,
\begin{align}
Q_\alpha=\frac{\Gamma_\alpha}\Gamma\int dE\,(-f')\big\{&(E-\mu)\rho\dot\varepsilon+\pi\hbar\rho^2\dot\varepsilon^2\notag\\
&+\pi\hbar(E-\mu)[\dot\varepsilon^2\partial_E\rho^2-\ddot\varepsilon\rho^2]\big\}+\dots\label{slow}
\end{align}
At zero temperature $-f'=\delta(E-\mu)$, and only $\pi\hbar\rho^2\dot\varepsilon^2$ survives. From (\ref{I}), the leading current is $I_\alpha=(\Gamma_\alpha/2\pi)\dot\varepsilon\int dE\,f\partial_Eg=(\Gamma_\alpha/\Gamma)\rho(\mu)\dot\varepsilon$. Eliminating $\rho\dot\varepsilon$,
\begin{equation}
Q_\alpha=\frac{\Gamma_\alpha}\Gamma\pi\hbar\left(\frac{\Gamma}{\Gamma_\alpha}I_\alpha\right)^2=\frac h2\frac\Gamma{\Gamma_\alpha}I_\alpha^2 .
\end{equation}

\emph{Other shares.} By (\ref{L2}), $E_{T\alpha}=2\sqrt{\hbar\Gamma_\alpha}\mathrm{Re}\langle a^\dagger_\alpha d\rangle=(\Gamma_\alpha/\pi)\int dE\,f\,\mathrm{Re}\,G$. This integral grows logarithmically with the bandwidth, but its rate of change stays finite. At leading order the rate is
\begin{equation}
\dot E_{T\alpha}=-\frac{\Gamma_\alpha}\pi\dot\varepsilon\int_{-\infty}^{\mu}dE\,\partial_E(xg)=-2\frac{\Gamma_\alpha}\Gamma(\mu-\varepsilon)\rho(\mu)\dot\varepsilon .\label{ET}
\end{equation}
For $\varepsilon\ne\mu$ it changes sign between the upward and downward passage, and for slow driving it exceeds the quadratic Joule term. For every share $\lambda\ne\frac12$, the heat at such a level is therefore negative on one of the passages once the drive is slow enough. The closer $\lambda$ is to $\frac12$, the slower the drive must be. This completes the proof.

\paragraph{Remark: finite temperature.} For $k_BT\ll\Gamma$, the first term of (\ref{slow}) is $(\Gamma_\alpha/\Gamma)(\pi^2/3)(k_BT)^2\rho'(\mu)\dot\varepsilon$. It is a function of $\varepsilon$ times $\dot\varepsilon$, so it cancels over a cycle: this heat is reversible. It has either sign and wins over Joule heat if the drive is slow enough at fixed temperature.

\section{A driven germanium hole dot}

Take $\Gamma_L=60$ and $\Gamma_R=40\ \mu$eV, and $\varepsilon-\mu=30+100\cos\Omega t\ \mu$eV at 1.0 GHz. The photon energy is $\hbar\Omega=4.136\ \mu$eV, or $0.041\Gamma$. The particles are holes of charge $+e$.

A quarter period after the top, $\varepsilon-\mu=30\ \mu$eV and $\dot\varepsilon=-0.6283\ \mu$eV/ps. The spectral density is $\rho(\mu)=(100/2\pi)/(30^2+50^2)=0.00468\ \mu\mathrm{eV}^{-1}$. For the left contact,
\begin{align}
eI_L&=e(0.6)(0.00468)(-0.6283)\ \mathrm{ps}^{-1}=-0.283\ \mathrm{nA},\\
R_L&=\frac h{2e^2}\frac{100}{60}=21.5\ \mathrm{k}\Omega,\qquad R_L(eI_L)^2=1.72\ \mathrm{fW}.
\end{align}
By (\ref{ET}), half the tunnelling rate is $-8.48$ fW, about five times the Joule heat.

For comparison without the slow expansion, the equation for $G$ has the periodic solution
\begin{equation}
G=e^{-iz\sin\Omega t}\sum_m\frac{J_m(z)e^{im\Omega t}}{E-\bar\varepsilon-m\hbar\Omega+i\Gamma/2},\qquad z=\frac{A}{\hbar\Omega},
\end{equation}
for mean $\bar\varepsilon$ and amplitude $A$; substitution leaves $\sum_mJ_m(z)e^{im\Omega t}=e^{iz\sin\Omega t}$. Integrating (\ref{L3}) and (\ref{I}) by Simpson's rule gives $-0.236$ nA and 1.16 fW at this instant. The current lags behind the level. Equation (\ref{dG}) adds $\pi\hbar\rho^2\dot\varepsilon$ to $n$, hence $-\pi\hbar\,d(\rho^2\dot\varepsilon)/dt$ to the total current. Here $\ddot\varepsilon=0$, and the relative change is $-8\pi^2(\varepsilon-\mu)\rho^2\hbar|\dot\varepsilon|/\Gamma=-0.21$, against $-0.17$ in the full result. With the actual current, $R_L(eI_L)^2=1.20$ fW, about 3\% above the actual heat. This closeness was checked at this instant only and need not hold over the rest of the cycle.

Over 400 instants of the cycle, at zero temperature, the left heat current ranges as follows:
\begin{align}
\lambda=0:&\quad -9.44\ \text{to}\ 9.56\ \mathrm{fW},\notag\\
\lambda=\tfrac12:&\quad -0.0015\ \text{to}\ 2.91\ \mathrm{fW},\notag\\
\lambda=1:&\quad -8.15\ \text{to}\ 12.12\ \mathrm{fW}.\notag
\end{align}
All three means are 0.668 fW. Division by $\Gamma_L/\Gamma=0.6$ gives 1.114 fW for both contacts, the mean work of the drive, as (\ref{bal}) demands. The small negative value for $\lambda=\frac12$, 0.05\% of the maximum, shows that non-negativity is not a law for every order: where $\dot\varepsilon$ vanishes, higher terms decide the sign. The slow law itself is off by up to 36\% of its peak, 2.93 fW, although its mean, 0.670 fW, is close.

The parameters are rough values for a gate-defined hole dot in a germanium well, except that $\Gamma$ is large compared with dots used as qubits. For a radius $r=40$ nm, in-plane mass $0.06m_e$ and permittivity 16, the mean level spacing per spin of a disc without magnetic field, $2\hbar^2/mr^2$, is 1.6 meV (in the field of 1 T used below, the lowest gap of a hard-walled disc is 2.6 meV) and the charging energy $e^2/8\epsilon_0\epsilon_rr$ is 3.5 meV. A perpendicular field of 1 T with $g=10$ splits the spins by 0.58 meV; the upper spin level, taken as a Lorentzian of width $\Gamma$, is then filled to at most about 3\%. In a self-consistent mean-field estimate, repulsion from the lower level reduces this filling to between about 0.5 and 1.6\%. Even so, the reduced filling times the charging energy shifts the lower level by an amount that varies between about 20 and 60 $\mu$eV over the cycle. The gate can absorb the average shift, but its variation is neglected here. Take half the cyclotron energy of 1.93 meV as the half-width $D$ of a flat band centred on $\mu$. At energy $\eta=E-\mu$ such a band adds the real self-energy $(\Gamma/2\pi)\ln|(D+\eta)/(D-\eta)|\approx\eta\,\Gamma/\pi D$, a correction of about 3\% of $\eta$. The effect on the heat is larger, because the heat is a small remainder of larger terms. With share $\frac12$ and at zero temperature, such a band adds to the left heat current a term of first order in $\dot\varepsilon$, which reaches about 0.5 fW with either sign and cancels over a cycle. If the contacts have resolved Landau levels instead of a flat band, the term is larger: in a quasi-static estimate, a Lorentzian level centred on $\mu$ gives about 1.3 fW for a half-width of 0.3 meV and 2.2 fW for 0.1 meV. The non-negative heat of the wide-band limit is therefore not assured at each instant in such a device. Constant tunnelling is a further assumption. Through a barrier $U=2$ meV high and $w=40$ nm wide, $\Gamma$ changes by the fraction $\kappa wA/U=0.11$ over one amplitude, with $\kappa=\sqrt{2mU}/\hbar$. This fraction is only indicative. It keeps only the factor $e^{-2\kappa w}$; with the full transmission of a rectangular barrier it runs from 0.26 to 0.07 as the kinetic energy outside the barrier goes from 0.5 to 10 meV. Moreover, a simple estimate, the level spacing of 1.6 meV times the barrier transmission over $2\pi$, gives about 3 $\mu$eV per contact with $e^{-2\kappa w}$ alone and about 10 $\mu$eV with the rectangular-barrier transmission at kinetic energies of 1 to 5 meV, so the quoted widths need a more transparent barrier. Resonance lies 30 $\mu$eV below the mean level. If the quoted $\Gamma$ holds at the mean level, it is about 3\% lower at resonance. As the slow-law Joule heat there scales as $\Gamma^{-2}$ for a fixed ratio of contacts, this change of $\Gamma$ alone raises it by some 7\%. A varying $\Gamma$ also adds to the heat with share $\frac12$ a term of first order in $\dot\varepsilon$. In quasi-static estimates with the fraction 0.11, this term and that of the flat band of half-width $D$ together reach about 1.0 fW in the left contact if $\Gamma$ follows the level, and about 1.7 fW if it follows the particle energy. They take either sign and cancel over a cycle, but at single instants they are comparable with the Joule heat. Temperature matters as well. The low-temperature law for the reversible term peaks at 0.05 fW at 20 mK and at 1.2 fW at 100 mK, where $k_BT=0.086\Gamma$ and the law overestimates the term noticeably. The full heat current at 100 mK, computed without this law, falls to $-0.17$ fW.
